# Angular momentum and heavy-hole tunnelling in the axial Kane model

**Why does a heavy hole with zero transverse momentum not tunnel directly into the conduction band in the axial Kane model, however strong the field?**

In a reverse-biased tunnel junction an electron leaves a filled valence state on the p side and enters an empty conduction state on the n side. "Heavy-hole tunnelling" means that the electron comes from the heavy-hole band. Both bands are present at the same total energy, so energy conservation does not forbid the transfer. The obstacle is angular momentum about the field.

## The states and their couplings

Let the field lie along $z$. The Kane basis has an $s$-like conduction orbital $S$ and three $p$-like valence orbitals $X,Y,Z$, each with spin up or down. The Bloch angular momentum is $\mathbf J=\mathbf L+\mathbf S_{\rm spin}$, in units of $\hbar$, with $L=0$ for $S$ and $L=1$ for the $p$ orbitals. The phase of $S$ is chosen so that

$$\langle S|H|X_j\rangle=Pk_j,\qquad P^2=\frac{\hbar^2}{2m_0}E_P ,$$

where $E_P$ is the momentum energy. Spin is unchanged by this coupling.

The spin-orbit term is $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)$. Since $\mathbf L\cdot\boldsymbol\sigma=J(J+1)-L(L+1)-\tfrac34$, it equals $1$ for $J=\tfrac32$ and $-2$ for $J=\tfrac12$. The first group therefore lies at energy zero and the split-off states at $-\Delta$. The conduction edge is at $E_g$.

The states with positive $J_z$ are

$$|{\rm hh}\rangle=-\frac{(X+iY)\uparrow}{\sqrt2},\qquad
|{\rm lh}\rangle=\sqrt{\tfrac23}\,Z\uparrow-\frac{(X+iY)\downarrow}{\sqrt6},$$

$$|{\rm so}\rangle=-\frac{Z\uparrow+(X+iY)\downarrow}{\sqrt3}.$$

The first has $J_z=\tfrac32$; the other two have $J_z=\tfrac12$, as does $S\uparrow$. Inserting the momentum coupling gives

$$\langle S\uparrow|H|{\rm hh}\rangle=-\frac{P(k_x+ik_y)}{\sqrt2},\qquad
\langle S\uparrow|H|{\rm lh}\rangle=\sqrt{\tfrac23}\,Pk_z,$$

$$\langle S\uparrow|H|{\rm so}\rangle=-\frac{Pk_z}{\sqrt3}.$$

The heavy-hole element vanishes when $k_x=k_y=0$. A vanishing direct element would not by itself exclude a route through intermediate states. The symmetry does.

## Why no indirect route exists

The free-electron kinetic energy and the effect of remote bands are represented together by $+\hbar^2k^2/2m_0$ for $S$ and $-\hbar^2k^2/2m_h$ for every $p$ orbital; these are called the remote-band terms below. The model is then isotropic, and in particular axial: with $U(\phi)=e^{-i\phi J_z}$ and $R$ the rotation by $\phi$ about $z$,

$$U(\phi)H(\mathbf k)U^\dagger(\phi)=H(R\mathbf k).$$

For $\mathbf k$ along $z$, $R\mathbf k=\mathbf k$. Differentiating at $\phi=0$ gives $[J_z,H]=0$. Between states of angular momentum $m'$ and $m$ this reads

$$(m'-m)\langle m'|H(0,0,k_z)|m\rangle=0 ,$$

so $H$ has no element between different $m$.

The junction replaces $k_z$ by $-i\,d/dz$ and adds a potential $V(z)$, which is the same for every basis state and so also commutes with $J_z$. The full equation splits into independent blocks. Any sequence of couplings starting at $m=\tfrac32$ stays at $m=\tfrac32$, whereas the conduction states have $m=\pm\tfrac12$.

The block $m=\tfrac32$ contains one state out of the eight:

$$E\psi=V\psi+\frac{\hbar^2}{2m_h}\psi'' ,\qquad
\psi''=\frac{2m_h}{\hbar^2}\,(E-V)\,\psi .$$

On the p side $E<V$ and the solution oscillates. To the right $V$ falls, $E-V$ becomes positive, and the solution decays. A decaying solution of this real equation can be chosen real, so its current, proportional to ${\rm Im}\,\psi^*\psi'$, is zero. The heavy hole is fully reflected, and nothing in the argument required a weak field.

The decay constant shows the same thing. Let $\varepsilon=E-V(z)$ be the energy measured from the local valence top. For the heavy hole $\kappa=\sqrt{2m_h\varepsilon}/\hbar$ grows steadily with $\varepsilon$ and does not return to zero at the conduction edge.

## The path that light holes use

For $m=\tfrac12$ and $k_\perp=0$, let $s,l,o$ be the amplitudes of $S\uparrow$, light and split-off states. Without the remote-band terms,

$$(\varepsilon-E_g)s=\sqrt{\tfrac23}Pk_z\,l-\frac{Pk_z}{\sqrt3}\,o,$$

$$\varepsilon\, l=\sqrt{\tfrac23}Pk_z\,s,\qquad(\varepsilon+\Delta)\,o=-\frac{Pk_z}{\sqrt3}\,s .$$

Solving the last two for $l$ and $o$ and substituting,

$$\varepsilon-E_g=P^2k_z^2\left[\frac{2}{3\varepsilon}+\frac{1}{3(\varepsilon+\Delta)}\right]
=P^2k_z^2\,\frac{\varepsilon+2\Delta/3}{\varepsilon(\varepsilon+\Delta)} .$$

Inside the gap $k_z^2$ is negative. With $k_z=i\kappa$,

$$\kappa^2(\varepsilon)=\frac{\varepsilon(E_g-\varepsilon)(\varepsilon+\Delta)}{P^2(\varepsilon+2\Delta/3)} .$$

This vanishes at $\varepsilon=0$ and at $\varepsilon=E_g$: one evanescent branch joins the light-hole band to the conduction band.

In a uniform field let $F>0$ be the force on the electron, so $V=-Fz$ and $dz=d\varepsilon/F$. The amplitude decays as $\exp(-\int\kappa\,dz)$. Squaring it gives the leading semiclassical estimate

$$T_{\rm lh}\approx\exp\left[-\frac{2}{F}\int_0^{E_g}\kappa\,d\varepsilon\right].$$

For $\Delta\gg E_g$ the last factor of $\kappa^2$ tends to $3/2$. The remaining integral of $\sqrt{\varepsilon(E_g-\varepsilon)}$ is the area of a half disc of radius $E_g/2$, namely $\pi E_g^2/8$, so

$$\int_0^{E_g}\kappa\,d\varepsilon\to\sqrt{\tfrac32}\,\frac{\pi E_g^2}{8P}.$$

## Numbers on the axis

Take rough parameters in the regime of InAs: $E_g=0.36$ eV, $\Delta=0.39$ eV, $E_P=18$ eV and $m_h=0.40\,m_0$. They give $P=0.828$ eV nm, a light-hole mass of $0.028\,m_0$ and an electron mass of $0.024\,m_0$. The field is 0.5 MV/cm, so $F=0.05$ eV/nm. The energy lies 0.10 eV inside each band, so the potential drops by $0.36+0.20=0.56$ eV over $0.56/0.05=11.2$ nm. The corners of the potential are rounded over a length of 0.5 nm.

At midgap,

$$\kappa^2=\frac{0.18\times0.18\times0.57}{0.828^2\times0.44}\approx0.061\ {\rm nm^{-2}},\qquad \kappa\approx0.247\ {\rm nm^{-1}} .$$

At the conduction edge the light-hole $\kappa$ is zero, while the heavy-hole value is $1.94\ {\rm nm^{-1}}$.

The integral of $\kappa$ over the gap is 0.0703 eV/nm. The exponent is $2\times0.0703/0.05=2.81$ and the estimate is $T_{\rm lh}\approx0.060$. The large-$\Delta$ formula would give an integral of 0.075 eV/nm, about 7% larger, so the finite spin-orbit splitting matters at this level.

Solving the eight-band scattering problem on a grid, without separating the blocks beforehand, gives 0.088 for the light hole. This is about 1.5 times the estimate, which omits the remote-band terms and the effect of the finite ends of the field region. The ratio therefore belongs to this particular junction and is not a general correction factor. At 0.3 MV/cm the two values are 0.0123 and 0.0092.

For the heavy hole the same calculation gives $10^{-29}$, which is zero to the accuracy of the calculation. A field of 2 MV/cm tests the rule within the model rather than a real junction, because the whole potential drop then takes only 2.8 nm, a few lattice constants. Over so short a drop the rounding holds the peak field to about 1.8 MV/cm. The light-hole transmission has risen to 0.47 (0.57 with sharp corners), and the heavy-hole value, $5\times10^{-22}$, is still only a numerical residue. The program adds a small imaginary part to the energy in the leads, which lets even a decaying wave carry a minute spurious current.

## What transverse momentum changes

At finite $k_\perp$ the element $Pk_\perp/\sqrt2$ is present: 59 meV at $k_\perp=0.1\ {\rm nm^{-1}}$. Yet this alone does not mix a bulk heavy hole with the conduction band. In the isotropic model a heavy hole has $\mathbf J\cdot\hat{\mathbf k}=\pm\tfrac32$, and its orbital part is a vector $\mathbf v$ perpendicular to $\mathbf k$. Its coupling to $S$ is $P\,\mathbf k\cdot\mathbf v=0$ for every direction of $\mathbf k$. Seen from the $z$ axis, the state is a superposition of several $J_z$, and their couplings to $S$ cancel.

The field removes this protection by turning $\mathbf k$. It changes $k_z$ at fixed $k_\perp$, so the angle $\theta$ between $\mathbf k$ and $z$, with $\tan\theta=k_\perp/k_z$, changes as

$$\frac{d\theta}{dk_z}=-\frac{k_\perp}{k_z^2+k_\perp^2}.$$

States that follow the axis are $e^{-i\theta J_y}|m\rangle$ for $\mathbf k$ in the $xz$ plane. In the $k_z$ representation $z=i\,\partial/\partial k_z$, and the potential $-Fz$ acts on the changing basis to give a coupling $-F(d\theta/dk_z)\langle m'|J_y|m\rangle$. With $|\langle\tfrac12|J_y|\tfrac32\rangle|=\sqrt3/2$, its size between heavy and light holes is

$$W=\frac{\sqrt3}{2}\,\frac{Fk_\perp}{k_z^2+k_\perp^2},$$

neglecting the $S$ part of the light hole. At $k_z=0$ and $k_\perp=0.1\ {\rm nm^{-1}}$ this is $0.866\times0.05/0.1\approx0.43$ eV. The parabolic bands there are only about 13 meV apart. The spin cannot follow its axis, the heavy hole acquires a light-hole part, and that part can tunnel.

How much $J_z=\pm\tfrac12$ character a tilted heavy hole contains follows from $\langle J_z^2\rangle$. For a spin $\tfrac32$ fully aligned with an axis tilted by $\theta$, $\langle J_\parallel^2\rangle=\tfrac94$ and each perpendicular component has $\langle J_\perp^2\rangle=\tfrac12(\tfrac{15}4-\tfrac94)=\tfrac34$; the cross terms average to zero. If $w$ is the weight in $J_z=\pm\tfrac12$,

$$\tfrac94(1-w)+\tfrac14w=\tfrac94\cos^2\theta+\tfrac34\sin^2\theta
\quad\Rightarrow\quad w=\tfrac34\sin^2\theta .$$

For the incoming wave at $k_\perp=0.1\ {\rm nm^{-1}}$, where $k_z\approx1.02\ {\rm nm^{-1}}$, this weight is only 0.007. The tilt grows as the field reduces $k_z$, so the weight at entry does not by itself give the transmission.

The law at small $k_\perp$ follows from rotation symmetry. Turning the transverse wave vector by $\phi$ multiplies the amplitude from $m$ to $m'$ by a phase $e^{i(m-m')\phi}$. An amplitude that is regular at $k_\perp=0$ must then start as $k_\perp^{|m-m'|}$. From $\tfrac32$ to $\tfrac12$ it is linear, so the transmission starts as $k_\perp^2$ unless the coefficient happens to vanish. The calculated power between 0.002 and 0.004 nm$^{-1}$ is 1.999, so it does not vanish here.

At larger $k_\perp$, for the same field and energy, the transmissions per incoming state are:

| $k_\perp$ (nm$^{-1}$) | heavy | light |
|---|---|---|
| 0.05 | 0.0025 | 0.079 |
| 0.10 | 0.0076 | 0.057 |
| 0.20 | 0.0094 | 0.015 |

The heavy channel soon grows more slowly than $k_\perp^2$, reaches about 0.0105 at $k_\perp=0.15\ {\rm nm^{-1}}$ and is lower again at $0.20\ {\rm nm^{-1}}$, while the light channel falls throughout. Isotropy alone already gives a fall in the light channel: without remote terms, the decay constant squared becomes $\kappa^2+k_\perp^2$, which raises the midgap value from 0.247 to 0.32 nm$^{-1}$ at $k_\perp=0.2\ {\rm nm^{-1}}$. Refining the grid from 0.25 to 0.20 nm changes both transmissions at $k_\perp=0.10\ {\rm nm^{-1}}$ by less than 0.1%.

Final states exist up to $k_\perp\approx0.28\ {\rm nm^{-1}}$. Summed over this disc, at this one energy, the heavy holes supply 23% of the transmission. The selection rule removes a point and suppresses its neighbourhood; it does not make the whole heavy-hole band inactive.

## Crystals that are not axial

A cubic crystal adds a warping term $C\sum_ik_i^2|X_i\rangle\langle X_i|$, with $C=6(\gamma_3-\gamma_2)\hbar^2/2m_0$ in terms of the Luttinger parameters. Its effect depends on the field direction:

- Along [001] it is proportional to $|Z\rangle\langle Z|$, which is axial. The rule survives.
- Along [111] it is proportional to the identity in the $p$ space. The rule survives.
- Along [110] it is proportional to $1-|Z\rangle\langle Z|$, where $Z$ now lies across the current. The two transverse directions differ, and $\tfrac32$ mixes with $-\tfrac12$.

For the [110] case take a rough $\gamma_3-\gamma_2=0.8$ and add to the isotropic model just the part that distinguishes the transverse directions. The heavy-hole transmission at $k_\perp=0$ becomes $2.3\times10^{-4}$, or 0.27% of the light-hole value. Only the order of magnitude is meaningful: taking all valence terms from the Luttinger parameters $\gamma_1=20$, $\gamma_2=8.5$, $\gamma_3=9.2$ gives $1.8\times10^{-4}$, or 0.20%.

Zinc-blende crystals also lack inversion symmetry. Along [001] this permits a valence term $(2C_k/\sqrt3)\,k_z\{J_z,J_x^2-J_y^2\}$, where the braces mean half the sum of the two orderings. Since $J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2)$ and $\langle\tfrac32|J_+^2|-\tfrac12\rangle=2\sqrt3$, its element is $\sqrt3$. The ordering with $J_z$ multiplies this by $\tfrac12(\tfrac32-\tfrac12)=\tfrac12$, and the complete coupling is $C_kk_z$. A rough $C_k=1$ meV nm gives a heavy-hole transmission of $1.0\times10^{-6}$. Direct mixing of $X$ and $Y$ by the field, with an assumed dipole length of 0.01 nm, gives $1.7\times10^{-6}$.

Along [111] the threefold axis conserves angular momentum modulo 3. The state $\tfrac32$ may mix with $-\tfrac32$, but not with $\pm\tfrac12$, so the rule holds there even without inversion symmetry.

## Beside a real tunnel device

The parameters resemble an InAs tunnel diode or tunnel transistor, but the uniform field and single energy are simplifications. One assumption such a device breaks is $k_\perp=0$: at the energy and field used here, the heavy-hole share goes from zero to 23% when the transverse states are included. Other energies and fields give other shares. Thermal filling is a smaller correction if the Fermi levels lie at the two band edges. At 300 K the p-side and n-side occupations are then 0.98 and 0.02, and their difference reduces the net flow at this energy by about 4%. A short junction with this field, however, needs heavy n-side doping, which moves the Fermi level into the conduction band. A peak field of 0.5 MV/cm across a one-sided depletion layer needs roughly $2\times10^{18}\ {\rm cm^{-3}}$ donors, which places the Fermi level about 0.16 eV above the band edge. The final states at the energy used here are then mostly filled, and the flow is reduced much more.

A thin film whose confinement is normal to the current needs separate treatment. At zero wave vector in the film plane, its top heavy subband is aligned with the film normal, a tilt of $90^\circ$ from the current, so three quarters of its weight has $J_z=\pm\tfrac12$. Motion along the film changes this weight. The axial rule does not protect the subband; its transmission was not calculated here. Phonons, impurities, band tails and self-consistent charge are also left out, and scattering can supply the transverse momentum or angular momentum that the coherent on-axis problem lacks. The numerical output lists the values used above.

## Calculated quantities

```
band gap: 0.36 eV
spin-orbit splitting: 0.39 eV
momentum energy: 18.0 eV
momentum coupling P: 0.8281 eV nm
heavy-hole mass: 0.40 m0
light-hole mass from bands: 0.0279 m0
electron mass from bands: 0.0236 m0
junction field: 0.50 MV/cm
energy inside each band: 0.10 eV
length of field region: 11.2 nm
heavy-S coupling at k_perp 0.1/nm: 58.56 meV
light-S coupling at kz 0.1/nm: 67.62 meV
light kappa at midgap: 0.2474 1/nm
heavy kappa at conduction edge: 1.944 1/nm
integral of light kappa over gap: 0.07029 eV/nm
axis, heavy transmission: 1.2e-29 (rounding level)
axis, light transmission: 8.8069e-02
axis, light tunnelling estimate: 6.0110e-02
0.3 MV/cm, light transmission: 1.2279e-02
0.3 MV/cm, light estimate: 9.2239e-03
2 MV/cm, heavy transmission: 5.3e-22 (rounding level)
2 MV/cm, light transmission: 0.4713
power of k_perp in heavy transmission: 1.9993
k_perp 0.05 1/nm: heavy 2.545e-03, light 7.913e-02
k_perp 0.10 1/nm: heavy 7.615e-03, light 5.736e-02
k_perp 0.20 1/nm: heavy 9.388e-03, light 1.497e-02
grid change 0.25 to 0.20 nm, heavy: 0.08 %
grid change 0.25 to 0.20 nm, light: 0.07 %
largest k_perp of final states: 0.2814 1/nm
heavy share summed over k_perp: 22.61 %
Jz=+-1/2 weight, heavy hole tilted 90 deg: 0.7500
[001] heavy leakage per unit term: warping 0.0000, linear-k 1.0000
[111] heavy leakage per unit term: warping 0.0000, linear-k 0.0000
[110] heavy leakage per unit term: warping 0.2500, linear-k 0.2500
assumed gamma3-gamma2: 0.8
[110] warping, axis: heavy 2.336e-04, light 8.777e-02
assumed linear-k coefficient: 1.0 meV nm
[001] linear-k, axis: heavy 9.912e-07, light 8.807e-02
assumed X-Y dipole length: 0.010 nm
[001] field mixing: heavy 1.725e-06, light 8.807e-02
thermal energy at 300 K: 25.85 meV
p-side filling, Fermi level at valence edge: 0.9795
n-side filling, Fermi level at conduction edge: 0.0205
```
